# Why EXAFS transform peaks do not lie at bond lengths

An X-ray knocks a 1s electron out of an atom in a solid. The electron leaves as a spherical wave, a neighbouring atom reflects part of it, and the reflected wave returns to the place where it started. Depending on the electron's wave number $k$, the returning wave strengthens or weakens the absorption. The resulting ripple above the absorption edge is the extended X-ray absorption fine structure, EXAFS. Its Fourier transform shows a peak for a shell of neighbours, on an axis marked in angstroms. Is the position of that peak the distance to the neighbours?

## The belief and its appeal

The case for yes is short. The path to the neighbour at distance $R$ and back has length $2R$, so the ripple should go as $\sin(2kR)$. A transform with the kernel $e^{-2ikr}$ turns this into a peak at $r=R$. If the atoms add phases of their own, one may hope that these displace the ripple without changing its period.

The weak point is that hope. A phase that is constant in $k$ does leave the period alone. A phase that grows or falls linearly with $k$ cannot be told apart from a change of path length. The question is therefore how the atomic phases depend on $k$.

## The phase in the signal

I use Hartree atomic units in the derivation and consider one neighbour and one reflection. Each atom is a spherical potential $V$ inside a muffin-tin sphere. The two spheres touch, $V=0$ outside them, and $k$ is measured from this zero, so the energy is $k^2/2$.

The absorption is proportional to $-\mathrm{Im}\,\langle c|\,\boldsymbol\epsilon\cdot\mathbf r\;G\;\boldsymbol\epsilon\cdot\mathbf r\,|c\rangle$, where $c$ is the 1s state, $\boldsymbol\epsilon$ the polarization and $G$ the outgoing Green function. The dipole operator takes the s state to a p wave, $l=1$.

**The absorber.** Write $h_l=j_l+iy_l$ for the outgoing spherical Hankel function. In free space, a p wave made at a small radius $r'$ and seen at a larger radius $r$ is proportional to $j_1(kr')h_1(kr)$. With the atom present, $j_1$ becomes the regular solution $\mathcal R$, which outside the sphere is $\cos\delta_1\,j_1-\sin\delta_1\,y_1$. This is the real part of $e^{i\delta_1}h_1$. The outgoing partner of $\mathcal R$ is $e^{i\delta_1}h_1$ itself, because this pair has the same Wronskian as $j_1$ and $h_1$. The outgoing leg thus gains $e^{i\delta_1}$. The Green function is symmetric in its two points, so the return leg gains the same factor. The real function $\mathcal R$ near the nucleus also enters the absorption of the isolated atom and cancels in the ratio $\chi$ of the ripple to that absorption. What remains is $e^{2i\delta_1}$ times the free-space result.

**The neighbour.** The free Green function is $G_0=-(ik/2\pi)\,h_0(kd)$, with $d$ the distance between its two points. Expanded about the neighbour it is

$$G_0=-\frac{ik}{2\pi}\sum_l(2l+1)\,j_l(k\rho_<)\,h_l(k\rho_>)\,P_l(\cos\gamma),$$

where $\rho_<$ and $\rho_>$ are the smaller and larger distances from the neighbour and $\gamma$ is the angle between the two directions. The neighbour's potential replaces $j_l$ by $j_l+it_lh_l$, with $t_l=e^{i\delta_l}\sin\delta_l$ formed from the neighbour's phase shifts. The added part is

$$\delta G=\frac{k}{2\pi}\sum_l(2l+1)\,t_l\,h_l(k\rho)\,h_l(k\rho')\,P_l(\cos\gamma).$$

A p wave about the absorber is fixed by its gradient there. Averaging over polarization therefore calls for $\nabla\cdot\nabla'\delta G$ with both points at the absorber, $\rho=\rho'=R$. The radial derivatives give $k^2h_l'^2$, where the prime on $h_l$ means the derivative with respect to its argument. For each of the two sideways directions, moving the points through angles $a$ and $b$ gives $\gamma=a-b$, and

$$\partial_a\partial_bP_l(\cos(a-b))\Big|_{a=b}=P_l'(1)=\tfrac12l(l+1).$$

Both directions together contribute $l(l+1)h_l^2/R^2$. Hence

$$\nabla\cdot\nabla'\delta G=\frac{k^3}{2\pi}F,\qquad F=\sum_l(2l+1)\,t_l\left[h_l'^2+\frac{l(l+1)}{(kR)^2}h_l^2\right].$$

For the direct wave, $\mathrm{Im}\,G_0=-(k/2\pi)j_0(kd)$. Since $G_0$ depends on the difference of its points, $\nabla\cdot\nabla'$ acts as $-\nabla^2$ and multiplies $j_0$ by $k^2$. At $d=0$ this gives $-k^3/2\pi$. Dividing, and restoring the absorber's factor,

$$\chi(k)=-\mathrm{Im}\left[e^{2i\delta_1}F\right]=A(k)\sin\left(2kR+\phi(k)\right),$$

where $\delta_1$ belongs to the absorber and $A\ge0$. This defines $\phi$ as the phase of $-e^{2i\delta_1}F$ beyond $2kR$.

At large $kR$, $h_l(x)\to(-i)^{l+1}e^{ix}/x$ and $h_l'\to ih_l$. Then $h_l'^2\to(-1)^le^{2ix}/x^2$, and the term with $l(l+1)$ drops out. So

$$F\to\frac{f(\pi)\,e^{2ikR}}{kR^2},\qquad f(\pi)=\frac1k\sum_l(2l+1)(-1)^lt_l,$$

$$\phi\to2\delta_1+\arg f(\pi)+\pi.$$

The last $\pi$ is the minus sign in $\chi$. In this limit, and for fixed atomic potentials, $\phi$ depends on the two atoms and on $k$, but not on $R$. With touching spheres the sphere radii and the zero of $V$ are themselves set by $R$, so in this model the phase shifts change if $R$ is changed.

## Where the peak goes

Split the sine into two exponentials. Under the kernel $e^{-2ikr}$ one of them has the phase $2k(R-r)+\phi$, which can become stationary. The other contains $-2k(R+r)$, oscillates fast for positive $r$ and is neglected. Let $w(k)\ge0$ be the product of $A$, the weight $k^2$ and the window. Up to a constant factor, the magnitude of the transform is

$$M(r)=\left|\int w(k)\,e^{i[2k(R-r)+\phi(k)]}\,dk\right|.$$

Suppose first that $\phi=a+sk$. The exponent is then $a+k[2(R-r)+s]$. At $r=R+s/2$ the bracket vanishes, every $k$ contributes with the same phase, and $M$ reaches its largest possible value $\int w\,dk$. The constant $a$ has no influence.

For a phase that is only nearly linear, let $\varepsilon$ be the exponent's phase minus its $w$-weighted mean. If $\varepsilon$ is small, $\langle e^{i\varepsilon}\rangle\approx1-\langle\varepsilon^2\rangle/2$, because $\langle\varepsilon\rangle=0$. To second order, $M^2$ is $(\int w\,dk)^2$ times one minus the variance

$$4(R-r)^2\,\mathrm{Var}(k)+4(R-r)\,\mathrm{Cov}(k,\phi)+\mathrm{Var}(\phi).$$

The peak lies where this is least. Setting the derivative with respect to $r$ to zero gives $-8(R-r)\mathrm{Var}(k)-4\,\mathrm{Cov}(k,\phi)=0$, or

$$r_{\rm peak}=R+\frac s2,\qquad s=\frac{\mathrm{Cov}(k,\phi)}{\mathrm{Var}(k)}.$$

Here $s$ is the slope of the weighted least-squares line through $\phi(k)$. A negative slope moves the peak inward by $-s/2$. If the phase departs from its line by an amount comparable with one radian, the expansion fails and the peak must be found from the transform itself.

## A number for copper

Take a copper absorber and a copper neighbour at the chosen distance $R=2.50$ Å. The potentials come from free atoms in the exchange-only local density approximation. The window is a Hann function from $k=3$ to $15$ Å$^{-1}$. The model leaves out the core hole, the energy dependence of exchange and correlation, inelastic losses, thermal disorder and relativity, so its shifts are values for this model and not predictions of a measured spectrum.

The computed phase falls from $0.702$ rad at $6$ Å$^{-1}$ to $-3.081$ rad at $14$ Å$^{-1}$. The mean slope between these points is

$$\frac{-3.081-0.702}{14-6}\ \text{Å}=-0.473\ \text{Å},$$

and half of it places the peak near $2.50-0.24=2.26$ Å. The transform of the full signal does peak at $2.26$ Å, and so does the least-squares rule. The weighted phase departs from its line by $0.023$ rad (root mean square), which is why the rule works so well here.

If $\phi$ is replaced by a constant while the amplitude is kept, the peak returns to $2.50$ Å. The displacement comes from the variation of the phase with $k$.

The phase is not linear everywhere. At $4$ Å$^{-1}$ the local value of $-\phi'/2$ is $-0.20$ Å, which taken alone would mean an outward shift. The Hann window there is only $\sin^2(\pi/12)=0.07$ of its maximum, so this region counts for little.

## Why the absorber pulls the peak inward

The absorber's part can be understood semiclassically. Inside the atom the radial wave number of the p wave is

$$\kappa_1(r)=\sqrt{k^2-2V(r)-\frac{(3/2)^2}{r^2}},$$

with the usual semiclassical replacement of $l(l+1)$ by $(l+\tfrac12)^2$. Let $\kappa_{\rm free}$ be the same expression without $V$. The phase shift is the difference of the accumulated phases,

$$\delta_1\approx\int\kappa_1\,dr-\int\kappa_{\rm free}\,dr,$$

each taken from its own turning point to the sphere's surface. When we differentiate with respect to $k$, the moving turning points add nothing, because each integrand vanishes there. Since $d\kappa/dk=k/\kappa$,

$$-\frac{d\delta_1}{dk}\approx\int\frac{k}{\kappa_{\rm free}}\,dr-\int\frac{k}{\kappa_1}\,dr.$$

In atomic units $\kappa$ is the radial speed, so $dr/\kappa$ is a time. The right-hand side is the time saved on one passage between the turning point and the sphere's surface, multiplied by the outside speed $k$. Its sign is not automatic: the attraction makes the electron faster but also moves its turning point inward, which lengthens the path. For the absorbers computed here the gain in speed wins. The phase $2\delta_1$ counts two such passages and shifts the peak inward by this distance. The transform treats the whole journey as free motion and reads an early return as a shorter path.

For copper the full phase shift gives an absorber part of $0.179$ Å, and the semiclassical integral gives $0.178$ Å.

## The neighbour is less simple

It is tempting to treat the neighbour in the same way, with an electron that runs straight to its nucleus and back. For copper this head-on ray would contribute $0.24$ Å. The computed $\arg f(\pi)$ contributes $0.015$ Å. This small figure is an average over a curved phase: its slope corresponds to an outward shift of about $0.12$ Å for a window from $3$ to $9$ Å$^{-1}$ and to an inward shift of about $0.07$ Å for a window from $9$ to $15$ Å$^{-1}$.

Other rays also come straight back. At $k=6$ Å$^{-1}$, a classical electron with angular momentum $3\hbar$ is turned by about $270^\circ$ in the copper potential, and one with $4\hbar$ by $60^\circ$. As the angular momentum is lowered from $4\hbar$ the deflection changes continuously: it either reaches $270^\circ$ at $3\hbar$ or grows without bound on the way, if the electron can be caught orbiting. Either way it passes $180^\circ$, so between these two values some ray is turned straight back without having aimed at the nucleus. The head-on ray is thus not the sole source of the echo. That the off-centre rays account for the small slope of $\arg f(\pi)$ is a plausible conjecture; the computation shows that they exist, not how much each contributes.

The two atomic parts, added before rounding, give $0.195$ Å, less than the full shift of $0.240$ Å. The difference arises because $F$ has not reached its large-$kR$ form: at $2.50$ Å the curvature of the waves still matters.

## How fixed is the shift?

It would be convenient to keep the belief in a repaired form and add one fixed length to each peak. The same calculation is done for four pairs, at chosen distances of bond-length size. For unlike atoms the spheres touch where the two atomic potentials are equal; moving that point by $0.15$ Å moves the Cu–O peak by up to $0.01$ Å. The results are:

| Pair | $R$ (Å) | Peak (Å) | Shift inward (Å) |
|---|---|---|---|
| Cu–Cu | 2.50 | 2.26 | 0.24 |
| Cu–O | 2.00 | 1.71 | 0.29 |
| Si–Si | 2.40 | 2.16 | 0.24 |
| Ge–Ge | 2.40 | 2.15 | 0.25 |

All four shifts are inward and span $0.24$ to $0.29$ Å in this model, so a single correction of $0.26$ Å would return these four distances to within about $0.03$ Å. Four pairs do not show that this holds for other atoms, and the shifts depend on how the data are treated. For Cu–Cu the peak lies at $2.256$ Å if the window covers $3$ to $9$ Å$^{-1}$, and at $2.272$ Å if it covers $9$ to $15$ Å$^{-1}$.

The choice of energy zero also matters. Suppose the wave number $k'$ is measured from a level higher by $\Delta E$. Then $k=\sqrt{k'^2+2\Delta E}\approx k'+\Delta E/k'$ for small $\Delta E/k'^2$, and

$$2kR\approx2k'R+\frac{2R\,\Delta E}{k'}.$$

The last term acts as an additional phase with slope $-2R\,\Delta E/k'^2$. The atomic phase is also a function of $k$: for a nearly linear $\phi$ of slope $s$, $\phi(k)\approx\phi(k')+s\,\Delta E/k'$. The whole additional phase is then $(2R+s)\,\Delta E/k'$, and half of its slope is a further inward shift whose local value is $(R+s/2)\,\Delta E/k'^2$. With $\Delta E=10$ eV the Cu–Cu peak moves from $2.26$ to $2.22$ Å and the Cu–O peak from $1.71$ to $1.68$ Å. The Cu–O shift is then $0.32$ Å. A quoted shift therefore has a meaning only together with the atom pair, the window and the energy zero. It also depends on the weighting, which enters $s$ through $w(k)$, and on the distance, which enters $\phi$ through the wave curvature in $F$.

## Getting the distance back

The remedy is to remove the phase. Multiply $\chi$ by $e^{-i\phi_0(k)}$ before transforming, where $\phi_0=2\delta_1+\arg f(\pi)+\pi$ is the large-$kR$ phase. For Cu–Cu the peak moves from $2.26$ to $2.46$ Å. The remaining $0.04$ Å is again the wave curvature that $\phi_0$ leaves out. In the four pairs the corrected peak falls short of $R$ by $0.02$ to $0.05$ Å, so its largest error is no smaller than the largest error, about $0.03$ Å, left by the single length fitted to these four pairs above. To do better, one compares the signal with the full expression containing $F$, in which $R$ is the true distance. The program tests the slope rule, the constant-phase control and this correction for each pair.

The peak position does carry the bond length, but as $R+s/2$, and only while $\phi(k)$ stays close to a straight line over the window, as it does for the four pairs above. For a heavy neighbour such as gold the phase bends more strongly, a single shell can give a split peak, and the rule loses its accuracy. The distance can be read from it once the slope $s$ is known for the same atoms, the same treatment of the data and a similar distance, since the wave curvature makes $s$ depend somewhat on $R$.

## Values computed for the example and the checks

```
k range 3 to 15 1/A, weight k^2, Hann window; A = angstrom
Zn check, 4s energy: -0.1854 here, -0.1848 pyscf hartree
Zn check, 3d energy: -0.3481 here, -0.3486 pyscf hartree
Cu-Cu: muffin-tin radius 1.250 A
Cu-Cu: muffin-tin zero -0.3806 hartree
Cu-Cu: k (1/A), phi (rad), inward shift -phi'/2 (A)
    4.0     1.459   -0.200
    6.0     0.702    0.255
    8.0    -0.295    0.249
   10.0    -1.252    0.237
   12.0    -2.186    0.226
   14.0    -3.081    0.215
Cu-Cu: inward shift from arg f(pi): 0.015 A
Cu-Cu: head-on ray alone would give: 0.237 A
Cu-Cu: both atoms, large-kR phase: 0.195 A
Cu-Cu: peak with constant phase: 2.500 A
Cu-Cu: peak from k = 3 to 9 1/A: 2.256 A
Cu-Cu: peak from k = 9 to 15 1/A: 2.272 A
Cu rays at k = 6.0 1/A: L (hbar), deflection (degrees), orbit
   2.0    276.1    276.1
   3.0    269.6    269.8
   4.0     59.9     59.9
   6.0     11.1     11.2
Cu-Cu: R 2.50 A, peak 2.260 A, inward shift 0.240 A
  slope rule: peak 2.260 A; phase misfit 0.023 rad
  absorber part 0.179 A, semiclassical p wave 0.178 A
  corrected peak 2.456 A; energy zero 10 eV higher: peak 2.222 A
Cu-O: R 2.00 A, peak 1.708 A, inward shift 0.292 A
  slope rule: peak 1.708 A; phase misfit 0.099 rad
  absorber part 0.185 A, semiclassical p wave 0.183 A
  corrected peak 1.979 A; energy zero 10 eV higher: peak 1.677 A
Si-Si: R 2.40 A, peak 2.162 A, inward shift 0.238 A
  slope rule: peak 2.162 A; phase misfit 0.083 rad
  absorber part 0.127 A, semiclassical p wave 0.125 A
  corrected peak 2.375 A; energy zero 10 eV higher: peak 2.123 A
Ge-Ge: R 2.40 A, peak 2.153 A, inward shift 0.247 A
  slope rule: peak 2.153 A; phase misfit 0.041 rad
  absorber part 0.187 A, semiclassical p wave 0.185 A
  corrected peak 2.351 A; energy zero 10 eV higher: peak 2.117 A
```
